# Coercive Field from a Switching Barrier That Falls Linearly with Field

Model a ferroelectric film as many independent regions of volume $v$. Each has two stable polarizations, $+P_s$ and $-P_s$, separated at zero field by an energy barrier $W_0$ whose top lies at zero polarization. Thermal agitation carries a region over a barrier $W$ at the rate $f_0e^{-W/kT}$, where $f_0$ is the attempt frequency. A field $E>0$ favours $+P_s$ and lowers the barrier out of $-P_s$ linearly. The quantities $W_0$, $P_s$, $v$ and $f_0$ are taken as independent of temperature until part (f).

The film starts fully poled in $-P_s$. The coercive field $E_c$ is the field at which half of the regions have reversed, so that the switching polarization is zero.

For numbers, take round values in the regime of a 10 nm ferroelectric hafnium-zirconium oxide film: $P_s=20$ uC/cm2, $W_0=1.4$ eV, $v=6$ nm3 and $f_0=10^{12}$ Hz.

## (a) Find the barriers and the two switching rates.

**Solution.** A region with polarization $p$ has the energy $U(p)-pvE$. A linear barrier means that the field does not displace the well or the barrier top appreciably, so they stay at $p=-P_s$ and $p=0$. The well then has energy $U(-P_s)+P_svE$, and the top has energy $U(0)$. Their difference is

$$W_+=U(0)-U(-P_s)-P_svE=W_0-aE,\qquad a=P_sv .$$

The well at $+P_s$ is lowered by the same amount, so the barrier for the return jump is $W_-=W_0+aE$. The rates are

$$r_\pm=f_0\,e^{-(W_0\mp aE)/kT}.$$

The coupling contains $P_sv$ and not $2P_sv$, because the barrier top is reached after half of the full change of polarization. A critical nucleus of volume $v$ that is already fully reversed at the top would give $a=2P_sv$. In classical nucleation theory the critical volume shrinks as the field grows: for a sphere with a fixed wall energy the barrier goes as $1/E^2$, the pulse coercive field as $(kTL)^{-1/2}$ in the notation of (c), and it is then linear in neither $T$ nor $\ln t$. Only if the nucleus volume is fixed, for instance by a defect, would the laws of (c) and (e) that neglect return jumps keep their form with this $a$; the return rate would have to be found anew from the energy difference of the two wells.

With fields in MV/cm, the example has $a=0.749$ eV per MV/cm. The barrier vanishes at $E_0=W_0/a=1.4/0.749=1.869$ MV/cm.

## (b) A constant field is applied for a time $t$. Find the condition for half switching, return jumps included.

**Solution.** Let $n$ be the fraction still in $-P_s$. It loses members at the rate $r_+$ and regains them at the rate $r_-$:

$$\frac{dn}{dt}=-r_+n+r_-(1-n)=-(r_++r_-)\,n+r_- .$$

The stationary value is $n_\infty=r_-/(r_++r_-)$. With $n(0)=1$,

$$n(t)=n_\infty+(1-n_\infty)e^{-(r_++r_-)t}.$$

Setting $n=1/2$ and solving for the exponential gives

$$e^{-(r_++r_-)t}=\frac{\tfrac12-n_\infty}{1-n_\infty}=\frac{r_+-r_-}{2r_+}.$$

Since $r_-/r_+=e^{-2aE/kT}$, the condition is

$$e^{-(r_++r_-)t}=\tfrac12\left(1-e^{-2x}\right),\qquad x=\frac{aE}{kT}.$$

The sum $r_++r_-$ is proportional to $\cosh x$, so the left side falls as $x$ grows from zero, while the right side rises from zero. There is therefore one positive solution for every finite $t>0$ and $T>0$. It has physical meaning only where a barrier of many $kT$ remains, and so not for pulses so short that it comes close to $E_0$ or exceeds it.

## (c) Solve the condition for $aE_c\gg kT$. How does $E_c$ depend on temperature and on time?

**Solution.** When $x\gg1$, both $r_-/r_+$ and $e^{-2x}$ are negligible. What remains is $e^{-r_+t}=1/2$, or

$$f_0t\,e^{-(W_0-aE_c)/kT}=\ln2 .$$

Taking the logarithm gives $(W_0-aE_c)/kT=\ln(f_0t/\ln2)$, and hence

$$E_c(T,t)=\frac{W_0-kTL}{a}=E_0\left(1-\frac{kT}{W_0}L\right),\qquad L=\ln\frac{f_0t}{\ln2}.$$

At fixed pulse length the coercive field is linear in $T$; at fixed temperature it is linear in $\ln t$:

$$\frac{\partial E_c}{\partial T}=-\frac{kL}{a},\qquad \frac{\partial E_c}{\partial\ln t}=-\frac{kT}{a}.$$

The physical content is that the field must lower the barrier to $kTL$, the height that half of the regions cross within the available time. A hotter film or a longer pulse can cope with a higher remaining barrier. Because the barrier is linear in field, the saving in barrier height becomes a proportional saving in field.

To see what was dropped, keep the first order in $e^{-2x}$. The logarithm of the condition in (b) becomes $r_+t(1+e^{-2x})=\ln2+e^{-2x}$, so $r_+t=\ln2+(1-\ln2)e^{-2x}$. This raises $E_c$ by $(kT/a)(1/\ln2-1)e^{-2x}$.

The thermal escape rate also requires a remaining barrier of many $kT$, that is $L\gg1$. The formula cannot be carried down to pulses as short as $1/f_0$.

For $t=1$ ms at 300 K, $kT=0.02585$ eV and $L=21.09$. The remaining barrier is $0.02585\times21.09=0.545$ eV, and

$$E_c=\frac{1.4-0.545}{0.749}=1.14\ \text{MV/cm}=1140\ \text{kV/cm}.$$

Here $x=33.1$, so return jumps do not matter. The temperature slope is $-2.43$ kV/cm/K, and each decade of pulse length lowers $E_c$ by $kT\ln10/a=79.5$ kV/cm. Propagating the full rate equation of (b) and searching for half switching gives, in MV/cm:

| $T$ | 1 us | 1 ms | 1 s |
|---|---|---|---|
| 250 K | 1.461 | 1.263 | 1.064 |
| 300 K | 1.380 | 1.141 | 0.903 |
| 350 K | 1.298 | 1.020 | 0.742 |
| 400 K | 1.217 | 0.899 | 0.581 |

All twelve values agree with the formula to better than $10^{-6}$ MV/cm. Straight lines fitted down the three columns meet at 1.869 MV/cm when extended to $T=0$, which is $E_0$. The lines fan out from this point because the time enters through the product $T\ln t$.

## (d) The straight line reaches zero at a finite temperature. Does the coercive field vanish there?

**Solution.** The line reaches zero at $T_0=W_0/(kL)$, which is 770 K for the 1 ms pulse. By (b), the coercive field of the model is still positive there. The approximation $aE_c\gg kT$ has failed.

Write $r_0=f_0e^{-W_0/kT}$ for the jump rate at zero field. Then $r_++r_-=2r_0\cosh x$, and the definition of $T_0$ means $r_0t=\ln2$. The condition in (b) becomes

$$2^{-2\cosh x}=\tfrac12(1-e^{-2x}),$$

whose solution is $x=0.314$. The field is $xkT_0/a=0.028$ MV/cm, small but not zero.

At still higher temperature $r_0t$ is large and $x$ is small. Then $\cosh x\to1$ and $\tfrac12(1-e^{-2x})\to x$, so that

$$E_c\simeq\frac{kT}{a}\,e^{-2r_0t}.$$

The line thus turns into a rapidly vanishing tail. In this range the regions reverse by themselves during the measurement, and the initial poling is nearly forgotten before the pulse ends. The formula fails gradually as 770 K is approached, even if the material does not change on heating. This temperature is not a prediction of a phase transition.

## (e) A hysteresis loop uses a ramp $E=Rt$ instead of a pulse. Find its coercive field, and decide whether it is still linear in temperature.

**Solution.** Start from the poled state at $E=0$ and neglect return jumps. With $dt=dE/R$,

$$\frac{dn}{n}=-\frac{f_0}{R}\,e^{-(W_0-aE)/kT}\,dE .$$

Integrating from $n=1$ at $E=0$ to $n=1/2$ at $E=E_c$ gives

$$\ln2=\frac{f_0kT}{aR}\,e^{-W_0/kT}\left(e^{aE_c/kT}-1\right).$$

For $aE_c\gg kT$ the 1 in the bracket can be dropped. Taking the logarithm,

$$E_c=\frac1a\left[W_0-kT\ln\frac{f_0t_{\rm eff}}{\ln2}\right],\qquad t_{\rm eff}=\frac{kT}{aR}.$$

This is the pulse law with an effective dwell time: the time in which the ramp lowers the barrier by $kT$. Since $t_{\rm eff}$ itself contains $T$, the product rule gives, at fixed $R$,

$$\frac{\partial E_c}{\partial T}=-\frac ka\left[\ln\frac{f_0t_{\rm eff}}{\ln2}+1\right].$$

The slope varies logarithmically with $T$, so the loop law is nearly but not strictly linear. A tangent drawn at temperature $T$ meets the axis $T=0$ at $E_c-T\,\partial E_c/\partial T=E_0+kT/a$, slightly above $E_0$.

Take a triangular loop of amplitude $E_m=3$ MV/cm and frequency $f=1$ kHz. The field covers $4E_m$ in each period, so $R=4E_mf=1.2\times10^4$ MV/cm/s. At 300 K, $t_{\rm eff}=2.88$ us, far shorter than the 1 ms period. The logarithm is 15.24, and

$$E_c=\frac{1.4-0.02585\times15.24}{0.749}=1.34\ \text{MV/cm}.$$

Numerical integration of the rate equation, return jumps included, gives the same 1.343 MV/cm. A 1 kHz loop and a 1 ms pulse therefore differ by 0.20 MV/cm for the same film, because they allow different times near the coercive field.

The loop slope is $-1.87$ kV/cm/K. Between 250 and 400 K the curve departs from its chord by at most 1.0 kV/cm, while $E_c$ changes by about 280 kV/cm. At fixed amplitude and temperature, a tenfold higher frequency raises $E_c$ by 79.5 kV/cm. At fixed frequency, a larger amplitude also raises it, since $R$ contains $E_m$.

## (f) Which assumptions limit the use of these laws for a real film, and by how much?

**Solution.** Hafnium-zirconium oxide films of this thickness have coercive fields of roughly 1 MV/cm, so the example lies in the right range. The values of $W_0$, $v$ and $f_0$ are model choices, not measured constants. Unless a loop is named, the estimates below refer to the 1 ms pulse at 300 K, where the basic law gives 1.141 MV/cm.

**Softening on heating.** Take the Landau energy $-\tfrac12Ap^2+\tfrac14Bp^4$, with $p$ the polarization. Its wells lie at $P_s^2=A/B$ and have depth $A^2/4B=BP_s^4/4$. With $B$ and $v$ fixed, $W_0\propto P_s^4$. A rough pyroelectric coefficient of magnitude 50 uC/m2/K lowers $P_s$ by 0.5 uC/cm2 between 300 and 400 K, to 0.975 of its value, and $W_0$ to 0.904. The coercive field at 400 K is then

$$\frac{0.904W_0-kTL}{0.975\,a}\approx0.74\ \text{MV/cm},$$

instead of 0.90. The fall over these 100 K is 0.40 MV/cm instead of 0.24.

This matters for the analysis of data. In the basic law, the temperature slope divided by the slope in $\ln t$ equals $L/T$, which would yield $f_0$. Applied to the softened film, with $a$ known at 300 K, the average temperature slope gives an apparent $L=35.1$ and $f_0\sim10^{18}$ Hz, six orders of magnitude too high. The time slope at one temperature does not suffer from this error; within the linear model it gives $a$, and so $v$ if $P_s$ is known.

**Curvature of the barrier.** Let a whole region reverse uniformly, with energy $W_0(q^4-2q^2)-aEq$, where $q=p/P_s$. This well has the same $W_0$ as before. At each field the barrier changes at the rate $-a(q_{\rm top}-q_{\rm well})$, because the energy is stationary at both points. The rate is $-a$ at zero field and weakens as well and top approach each other.

They merge when $4q^3-4q=E/E_0$ and $12q^2-4=0$ hold together. This gives $q=-1/\sqrt3$ and $E=8E_0/(3\sqrt3)=1.540E_0$. Requiring the curved barrier to equal $kTL$, with $f_0$ unchanged, gives $E_c=1.326$ MV/cm, 16% above the linear result. The field still depends on $T$ and $t$ through $kTL$, but no longer linearly. At this field $q_{\rm top}-q_{\rm well}=0.71$, so reading the time slope with the linear law would give $v=4.3$ nm3 instead of 6 nm3.

**Spread of barriers.** After the pulse, a region with barrier $W$ is unswitched with probability $\exp(-e^{-y})$, where $y=[W-aE-kT\ln(f_0t)]/kT$. As a function of $W$ this is a step of width about $kT$. The mean position of the step is

$$\langle y\rangle=\int_{-\infty}^{\infty}y\,e^{-y}e^{-e^{-y}}dy=-\int_0^\infty\ln s\,e^{-s}ds=\gamma,$$

with $s=e^{-y}$ and $\gamma\approx0.577$ Euler's constant. For a symmetric spread much broader than $kT$, half switching places this mean at the central barrier $W_0$. Hence $\ln2$ in $L$ is replaced by $e^{-\gamma}$. A Gaussian spread of 0.15 eV gives 1.134 MV/cm by direct averaging, in agreement with this replacement. A symmetric spread broadens the transition but hardly moves its midpoint. A skewed spread ties the midpoint to the median barrier instead: a lognormal spread of mean $W_0$ and standard deviation 0.3 eV gives 1.09 MV/cm.

**Interface layer.** Let a non-ferroelectric layer of thickness $d_i=0.5$ nm lie in series with the film of thickness $d=10$ nm, both of relative permittivity 30, with no free charge between them. For equal permittivities $\epsilon$, continuity of displacement gives $E_i=E_f+P/(\epsilon_0\epsilon)$. Inserting this in $V=E_fd+E_id_i$ yields

$$E_f=\frac{V/d}{1+d_i/d}-\frac{P}{P_s}E_d,\qquad E_d=\frac{P_sd_i}{\epsilon_0\epsilon(d+d_i)}=0.359\ \text{MV/cm}.$$

With $P=P_s(1-2n)$, the second term assists the first half of the reversal. Separating the rate equation replaces $\ln2$ by

$$\int_{1/2}^1\frac{dn}{n}\,e^{-aE_d(2n-1)/kT}=0.0884 .$$

The film field at half switching falls to 1.070 MV/cm, but the voltage division multiplies the applied field by 1.05, giving 1.124 MV/cm. For these numbers the two effects partly cancel, and a net lowering of 0.018 MV/cm remains. The sign depends on the layer: with a layer permittivity of 10 the same model gives a net rise of about 0.05 MV/cm, and the unscreened poled state then loses a tenth of its polarization in about 0.04 s at zero voltage. This is a mean-field estimate, and it shows the mechanism rather than the shift in a real film. Without free charge the layer would carry $|E_i|\approx7.2$ MV/cm at zero voltage, a drop of 0.36 V across 0.5 nm, a thickness through which electrons tunnel readily. Charge that leaks through the layer or is trapped at the interface would screen the polarization and reduce $E_d$.

**Zero of measured charge.** A loop records $\epsilon_0\epsilon E+P$, which vanishes at $n=\tfrac12(1+\epsilon_0\epsilon E/P_s)$, before half switching. The dielectric part is 0.178 of $P_s$ at the loop coercive field. Replacing $\ln2$ by $\ln(1/n)$ moves that field from 1.343 to 1.334 MV/cm.

**Tunnelling and breakdown.** For an inverted parabola of height $\Delta$ and angular frequency $\omega$, the semiclassical tunnelling exponent is $2\pi\Delta/\hbar\omega$. It equals $\Delta/kT$ at $T=\hbar\omega/(2\pi k)$. With $\omega=2\pi f_0$ this is 7.6 K, so $E_0$ is best regarded as an extrapolation from higher temperatures. The loop amplitude is 0.75 of a rough breakdown field of 4 MV/cm, which leaves a limited margin.

The estimates omit the growth time of reversed domains and the coupling between neighbouring regions. Either can change both the coercive field and its time dependence, and these changes are not computed here. The coupling need not be small. Reversing a single sphere of volume $v$ in a poled medium of permittivity 30 costs the electrostatic energy $(2P_s)^2v/(6\epsilon_0\epsilon)\approx3.8$ eV if no charge screens it, which is more than $W_0$. A column through the whole film would cost far less, but with this $v$ its cross-section would be only 0.6 nm2. The volume $v$ is therefore best read as an effective activation volume, not as the size of a separate grain.

Among the shifts of the coercive field computed above, those from softening and barrier curvature are the largest. The values computed by the program are in the numerical output below.

## Values computed for the example and the checks

```
Inputs: Ps 20 uC/cm2, W0 1.4 eV, v 6 nm3, f0 1e+12 Hz
Field coupling a = 0.7490 eV per MV/cm
Zero-temperature field E0 = 1.869 MV/cm
kT at 300 K = 0.02585 eV
L for t = 1e-03 s: 21.09
Barrier left at Ec, kT L = 0.545 eV
Ec (300 K, 1 ms pulse) = 1.141 MV/cm = 1141 kV/cm
a Ec / kT = 33.1
Temperature slope = -2.43 kV/cm/K
Slope per decade of time = -79.5 kV/cm
Pulse Ec from rate matrix, MV/cm, for t = 1e-6, 1e-3, 1 s:
  250 K: 1.461  1.263  1.064
  300 K: 1.380  1.141  0.903
  350 K: 1.298  1.020  0.742
  400 K: 1.217  0.899  0.581
Largest |rate matrix - law| = 2.2e-13 MV/cm
Fitted T=0 intercepts, MV/cm: 1.8692 1.8692 1.8692
Apparent zero of the line T0 = 770 K
True Ec at T0 = 0.0279 MV/cm, a Ec/kT = 0.314
Loop: 1000 Hz, amplitude 3.0 MV/cm
Ramp rate = 1.2e+04 MV/cm/s
Effective dwell time = 2.88 us, logarithm 15.24
Loop Ec: law 1.3432, integrated 1.3432 MV/cm
Loop temperature slope = -1.87 kV/cm/K
Loop Ec bend from chord, 250-400 K = 1.01 kV/cm
Softening: pyroelectric magnitude 50 uC/m2/K (rough)
  Ps ratio 0.975, W0 ratio 0.904 at 400 K
  Ec at 400 K: fixed 0.899, softened 0.737 MV/cm
  apparent L = 35.1, log10(f0/Hz) = 18.1
Landau barrier vanishes at 1.540 E0
  Ec with curved barrier = 1.326 MV/cm
Barrier spread 0.15 eV: Ec = 1.1344 MV/cm
  broad-spread formula = 1.1340 MV/cm
Interface layer 0.5 nm on 10 nm film, permittivities 30, 30
  voltage factor 1.050, depolarizing field 0.359 MV/cm
  integral replacing ln 2 = 0.0884
  Ec inside film 1.070, applied 1.124 MV/cm
Dielectric charge / Ps at loop Ec = 0.178
  loop Ec at zero measured charge = 1.3340 MV/cm
Tunnelling crossover = 7.6 K
Breakdown 4.0 MV/cm (rough); loop amplitude / breakdown = 0.75
```
